# Distance laws for 10Dq: point charges and p–d hybridisation: test program

```python
# Distance laws of the octahedral splitting 10Dq = E(e_g*) - E(t2g*).
# Result under test, with n = -d ln(10Dq)/d ln R:
#   point charges:  10Dq = (5/3) Z <r^4> / R^5 (atomic units), n = 5
#   hybridisation:  10Dq = 2 (Ve^2 - Vt^2) / (Se + St),
#                   n = mu + (mu - nu) Delta^2 / (Se St)
# R: bond length; Z: ligand charge number; Delta: d level minus ligand p level;
# Ve = sqrt(3)|V_pd_sigma|, Vt = 2|V_pd_pi|; S = sqrt(Delta^2 + 4 V^2);
# V ~ R^-mu (Harrison: mu = 7/2); Delta ~ R^-nu (fixed Delta: nu = 0).
# Energies in eV and lengths in angstrom unless stated otherwise.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
EV_TO_CM = sc.e / (sc.h * sc.c) / 100

# Model parameters
R0, Z, ZETA = 2.1, 2.0, 3.0          # angstrom, charge number, 1/bohr
DELTA, V_SIGMA, V_PI = 4.0, -1.2, 0.6  # eV, hoppings at R0

# Ligand directions, and d orbitals as unit symmetric traceless tensors:
# z^2, x^2-y^2 (e_g), then xy, yz, zx (t2g)
DIRECTIONS = np.vstack([np.eye(3), -np.eye(3)])
D_TENSORS = np.array([
    np.diag([-1, -1, 2]) / np.sqrt(6),
    np.diag([1, -1, 0]) / np.sqrt(2),
    np.array([[0, 1, 0], [1, 0, 0], [0, 0, 0]]) / np.sqrt(2),
    np.array([[0, 0, 0], [0, 0, 1], [0, 1, 0]]) / np.sqrt(2),
    np.array([[0, 0, 1], [0, 0, 0], [1, 0, 0]]) / np.sqrt(2)])


def local_exponent(f, r, h=1e-3):
    """-d ln f / d ln r by a central difference."""
    return -(np.log(f(r * np.exp(h))) - np.log(f(r * np.exp(-h)))) / (2 * h)


# ---------- point charges ----------
def shell_energies(r, R):
    """Mean of sum_i 1/|r - R_i| over each d density on a sphere of radius r."""
    x, w = np.polynomial.legendre.leggauss(80)
    phi = 2 * np.pi * np.arange(160) / 160
    c, p = np.meshgrid(x, phi, indexing="ij")
    s = np.sqrt(1 - c**2)
    n = np.stack([s * np.cos(p), s * np.sin(p), c], axis=-1)
    potential = sum(1 / np.linalg.norm(r * n - R * u, axis=-1)
                    for u in DIRECTIONS)
    density = np.einsum("ija,qab,ijb->qij", n, D_TENSORS, n)**2 * w[:, None]
    return (density * potential).sum((1, 2)) / density.sum((1, 2))


for r_shell in (0.3, 0.8, 1.3):      # inside and outside the ligand radius 1
    e = shell_energies(r_shell, 1.0)
    kernel = min(r_shell, 1.0)**4 / max(r_shell, 1.0)**5
    assert np.ptp(e[:2]) < 1e-9 and np.ptp(e[2:]) < 1e-9
    assert abs(e[0] - e[2] - 5 / 3 * kernel) < 1e-9


def radial_density(r):
    """Normalised r^2 R(r)^2 of the Slater 3d orbital, r in bohr."""
    return (2 * ZETA)**7 / 720 * r**6 * np.exp(-2 * ZETA * r)


r4 = 315 / ZETA**4
r4_numeric = quad(lambda r: r**4 * radial_density(r), 0, 20, epsabs=1e-11)[0]
assert abs(r4_numeric / r4 - 1) < 1e-8


def point_splitting(R):
    return 5 / 3 * Z * r4 / (R / BOHR)**5 * HARTREE


def penetrating_splitting(R):
    """Same charges, but with the d density outside R treated correctly."""
    a = R / BOHR
    inner = quad(lambda r: radial_density(r) * r**4 / a**5, 0, a,
                 epsabs=0, epsrel=1e-11)[0]
    outer = quad(lambda r: radial_density(r) * a**4 / r**5, a, a + 8,
                 epsabs=0, epsrel=1e-10)[0]
    return 5 / 3 * Z * (inner + outer) * HARTREE


penetration = 1 - penetrating_splitting(R0) / point_splitting(R0)
n_penetrating = local_exponent(penetrating_splitting, R0)
assert 0 < penetration < 0.01 and abs(n_penetrating - 5) < 0.05


# ---------- hybridisation: full cluster of 5 d and 18 p orbitals ----------
def cluster(delta, v_sigma, v_pi, ionic=0.0):
    """All levels (ascending) and their d weights; ligand p level at zero."""
    h = np.zeros((23, 23))
    h[range(5), range(5)] = delta + ionic * np.array([.6, .6, -.4, -.4, -.4])
    for k, u in enumerate(DIRECTIONS):
        qu = D_TENSORS @ u
        along = np.outer(qu @ u, u)
        h[:5, 5 + 3 * k:8 + 3 * k] = (v_sigma * np.sqrt(1.5) * along
                                      + v_pi * np.sqrt(2) * (qu - along))
    h[5:, :5] = h[:5, 5:].T
    levels, vectors = np.linalg.eigh(h)
    return levels, (vectors[:5]**2).sum(axis=0)


def cluster_at(R, delta=DELTA, ratio=V_PI / V_SIGMA, mu=3.5, nu=0.0, ionic=0.0):
    x = R0 / R
    v = V_SIGMA * x**mu
    return cluster(delta * x**nu, v, ratio * v, ionic * x**5)


def cluster_splitting(R, **kw):
    levels = cluster_at(R, **kw)[0]
    return levels[22] - levels[18]


def mean_gap(R):
    """Mean bonding-antibonding gap of the e_g and t2g pairs."""
    levels = cluster_at(R)[0]
    return (levels[22] - levels[0] + levels[18] - levels[4]) / 2


def gap(delta, v):
    return np.sqrt(delta**2 + 4 * v**2)


def covalent_splitting(delta, ve, vt):
    return 2 * (ve**2 - vt**2) / (gap(delta, ve) + gap(delta, vt))


def covalent_exponent(delta, ve, vt, mu=3.5, nu=0.0):
    return mu + (mu - nu) * delta**2 / (gap(delta, ve) * gap(delta, vt))


for delta, ratio, mu, nu in [(4.0, -0.5, 3.5, 0.0), (1.5, -0.3, 3.5, 1.0),
                             (9.0, -0.6, 4.0, 0.5), (0.3, -0.5, 3.5, 0.0)]:
    kw = dict(delta=delta, ratio=ratio, mu=mu, nu=nu)
    ve, vt = np.sqrt(3) * abs(V_SIGMA), 2 * abs(ratio * V_SIGMA)
    levels = cluster_at(R0, **kw)[0]
    assert np.ptp(levels[18:21]) < 1e-9 and np.ptp(levels[21:]) < 1e-9
    assert abs(cluster_splitting(R0, **kw)
               - covalent_splitting(delta, ve, vt)) < 1e-10
    n_numeric = local_exponent(lambda R: cluster_splitting(R, **kw), R0)
    assert abs(n_numeric - covalent_exponent(delta, ve, vt, mu, nu)) < 1e-4

Ve, Vt = np.sqrt(3) * abs(V_SIGMA), 2 * abs(V_PI)


def n_cluster(R=R0, **kw):
    return local_exponent(lambda x: cluster_splitting(x, **kw), R)


def perturbative_splitting(R):
    return (Ve**2 - Vt**2) / DELTA * (R0 / R)**7


# Limits of weak and strong hybridisation, and the first correction to 7
assert abs(n_cluster(delta=400.0) - 7) < 1e-3
assert abs(cluster_splitting(R0, delta=400.0) * 400 / (Ve**2 - Vt**2) - 1) < 1e-3
assert abs(n_cluster(delta=0.01) - 3.5) < 1e-3
first_correction = 7 * (Ve**2 + Vt**2) / 40.0**2
# the neglected next order is about one per cent of the correction here
assert abs((7 - n_cluster(delta=40.0)) / first_correction - 1) < 0.02

# Cause of the softening: splitting times mean gap keeps the exponent 7
n_product = local_exponent(lambda R: cluster_splitting(R) * mean_gap(R), R0)
assert abs(n_product - 7) < 1e-5
assert local_exponent(mean_gap, R0) > 0
distances = R0 * np.array([0.95, 1.0, 1.05])
n_of_R = [n_cluster(R) for R in distances]
assert n_of_R[0] < n_of_R[1] < n_of_R[2]

# Delta at which pure covalency imitates the point-charge exponent 5
A, B = 4 * Ve**2, 4 * Vt**2
delta_five = np.sqrt((A + B + np.sqrt((A + B)**2 + 160 / 9 * A * B)) * 9 / 80)
delta_five_numeric = brentq(lambda d: n_cluster(delta=d) - 5, 1, 10)
assert abs(delta_five - delta_five_numeric) < 1e-4

# d weights of the antibonding levels
levels0, weights0 = cluster_at(R0)
w_e, w_t = weights0[22], weights0[18]
assert abs(w_e - (1 + DELTA / gap(DELTA, Ve)) / 2) < 1e-10
assert abs(w_t - (1 + DELTA / gap(DELTA, Vt)) / 2) < 1e-10

# ---------- both mechanisms together ----------
D_ion = point_splitting(R0)


def both_splitting(R):
    return cluster_splitting(R, ionic=D_ion)


def combined_exponent(delta, ve, vt, ionic):
    energy, slope = [], []
    for v, share in ((ve, 0.6), (vt, -0.4)):
        separation = delta + share * ionic
        s = gap(separation, v)
        energy.append((separation + s) / 2)
        d_weight = (1 + separation / s) / 2
        slope.append(5 * share * ionic * d_weight + 7 * v**2 / s)
    return (slope[0] - slope[1]) / (energy[0] - energy[1])


n_both = local_exponent(both_splitting, R0)
assert abs(n_both - combined_exponent(DELTA, Ve, Vt, D_ion)) < 1e-4
D_cov, D_both = cluster_splitting(R0), both_splitting(R0)
first_order_sum = D_cov + D_ion * (0.6 * w_e + 0.4 * w_t)
# the remainder is of second order in the small point-charge splitting
assert abs(first_order_sum - D_both) < 0.005
assert D_both < D_cov + D_ion

# ---------- worked example ----------
print(f"bond length R0 = {R0:.2f} angstrom = {R0 / BOHR:.3f} bohr")
print(f"ligand charge number Z = {Z:.0f}; Slater exponent = {ZETA:.1f} 1/bohr")
print(f"<r^4> of the 3d orbital = {r4:.3f} bohr^4")
print(f"Delta = {DELTA:.2f} eV")
print(f"V_pd_sigma, V_pd_pi at R0 = {V_SIGMA:.2f}, {V_PI:.2f} eV")
print(f"Ve, Vt at R0 = {Ve:.3f}, {Vt:.3f} eV")
print(f"gaps Se, St = {gap(DELTA, Ve):.3f}, {gap(DELTA, Vt):.3f} eV")
print(f"mean gap = {mean_gap(R0):.3f} eV")
print(f"exponent of the mean gap = {local_exponent(mean_gap, R0):.3f}")
c_e, c_t = DELTA / gap(DELTA, Ve), DELTA / gap(DELTA, Vt)
print(f"c_e, c_t, product = {c_e:.4f}, {c_t:.4f}, {c_e * c_t:.4f}")
print(f"d weights of e_g*, t2g* = {w_e:.3f}, {w_t:.3f}")
print("10Dq at R0:")
print(f"  point charges        = {D_ion:.3f} eV")
print(f"  perturbative R^-7    = {perturbative_splitting(R0):.3f} eV")
print(f"  full hybridisation   = {D_cov:.3f} eV")
print(f"  both mechanisms      = {D_both:.3f} eV = {D_both * EV_TO_CM:.0f} cm^-1")
print(f"  plain sum ion + hyb. = {D_ion + D_cov:.3f} eV")
print(f"  d-weighted sum       = {first_order_sum:.3f} eV")
print(f"penetration lowers point-charge 10Dq by {100 * penetration:.3f} percent")
print("local exponent n at R0:")
print(f"  point charges        = {local_exponent(point_splitting, R0):.3f}")
print(f"  with penetration     = {n_penetrating:.3f}")
print(f"  perturbative         = {local_exponent(perturbative_splitting, R0):.3f}")
print(f"  full hybridisation   = {n_cluster():.3f}")
print(f"  first-correction est.= {7 - 7 * (Ve**2 + Vt**2) / DELTA**2:.3f}")
print(f"  hyb., Delta ~ 1/R    = {n_cluster(nu=1.0):.3f}")
print(f"  both mechanisms      = {n_both:.3f}")
print("full hybridisation at R0 for other Delta:")
for d in (1.0, 2.0, 4.0, 8.0, 16.0):
    print(f"  Delta = {d:4.1f} eV: 10Dq = {cluster_splitting(R0, delta=d):.3f} eV,"
          f" n = {n_cluster(delta=d):.3f}")
print(f"Delta giving n = 5 by covalency alone = {delta_five:.3f} eV")
print("10Dq(R)/10Dq(R0): point, R^-7, hybridisation, both")
laws = (point_splitting, perturbative_splitting, cluster_splitting, both_splitting)
for R in (distances[0], distances[2]):
    ratios = ", ".join(f"{f(R) / f(R0):.3f}" for f in laws)
    print(f"  R = {R:.3f} angstrom: {ratios}")
print("hybridisation exponent at R = "
      + ", ".join(f"{R:.3f}" for R in distances) + " angstrom: "
      + ", ".join(f"{n:.3f}" for n in n_of_R))
span = np.log(distances[2] / distances[0])
for name, f in (("hybridisation", cluster_splitting), ("both", both_splitting)):
    chord = np.log(f(distances[0]) / f(distances[2])) / span
    print(f"mean exponent over the 5 percent range, {name} = {chord:.3f}")
print("success")
```

Output:

```
bond length R0 = 2.10 angstrom = 3.968 bohr
ligand charge number Z = 2; Slater exponent = 3.0 1/bohr
<r^4> of the 3d orbital = 3.889 bohr^4
Delta = 4.00 eV
V_pd_sigma, V_pd_pi at R0 = -1.20, 0.60 eV
Ve, Vt at R0 = 2.078, 1.200 eV
gaps Se, St = 5.769, 4.665 eV
mean gap = 5.217 eV
exponent of the mean gap = 1.419
c_e, c_t, product = 0.6934, 0.8575, 0.5946
d weights of e_g*, t2g* = 0.847, 0.929
10Dq at R0:
  point charges        = 0.358 eV
  perturbative R^-7    = 0.720 eV
  full hybridisation   = 0.552 eV
  both mechanisms      = 0.868 eV = 7001 cm^-1
  plain sum ion + hyb. = 0.910 eV
  d-weighted sum       = 0.867 eV
penetration lowers point-charge 10Dq by 0.045 percent
local exponent n at R0:
  point charges        = 5.000
  with penetration     = 4.993
  perturbative         = 7.000
  full hybridisation   = 5.581
  first-correction est.= 4.480
  hyb., Delta ~ 1/R    = 4.986
  both mechanisms      = 5.152
full hybridisation at R0 for other Delta:
  Delta =  1.0 eV: 10Dq = 0.838 eV, n = 3.815
  Delta =  2.0 eV: 10Dq = 0.744 eV, n = 4.471
  Delta =  4.0 eV: 10Dq = 0.552 eV, n = 5.581
  Delta =  8.0 eV: 10Dq = 0.332 eV, n = 6.475
  Delta = 16.0 eV: 10Dq = 0.176 eV, n = 6.850
Delta giving n = 5 by covalency alone = 2.826 eV
10Dq(R)/10Dq(R0): point, R^-7, hybridisation, both
  R = 1.995 angstrom: 1.292, 1.432, 1.321, 1.296
  R = 2.205 angstrom: 0.784, 0.711, 0.757, 0.774
hybridisation exponent at R = 1.995, 2.100, 2.205 angstrom: 5.282, 5.581, 5.849
mean exponent over the 5 percent range, hybridisation = 5.571
mean exponent over the 5 percent range, both = 5.145
success
```
